# Counting and bisecting radial levels with LDLᵀ pivots: verification in Python

```python
"""
Result under test: for the tridiagonal radial Hamiltonian H (diagonal d_i,
constant off-diagonal e < 0) the number of negative pivots
    q_1 = d_1 - E,   q_i = d_i - E - e^2 / q_(i-1)
equals the number of eigenvalues of H below E, and also the number of sign
changes of the outward solution u. Bisection on this count finds any level.
Symbols: h grid spacing, R wall radius, Z Coulomb strength, l angular momentum,
k = 0, 1, ... level index. Hartree atomic units: energies hartree, lengths bohr.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
UNIT_ROUNDOFF = 2.0 ** -53


def radial_matrix(h, R, Z, l):
    n_points = round(R / h) - 1
    r = h * np.arange(1, n_points + 1)
    v = -Z / r + l * (l + 1) / (2 * r**2)
    return r, v, (1 / h**2 + v).tolist(), -0.5 / h**2


def pivots(diag, off, E):
    """Pivots of H - E; a zero pivot is followed by minus infinity."""
    off2 = off * off
    result = [diag[0] - E]
    for d in diag[1:]:
        q = result[-1]
        result.append(-math.inf if q == 0 else d - E - off2 / q)
    return result


def count_below(diag, off, E):
    return sum(1 for q in pivots(diag, off, E) if q < 0)


def bisect_level(diag, off, k, lo, hi, tol):
    steps = 0
    while hi - lo > tol:
        mid = 0.5 * (lo + hi)
        if count_below(diag, off, mid) > k:
            hi = mid
        else:
            lo = mid
        steps += 1
    return lo, hi, steps


def two_sided_vector(diag, off, E, m=None):
    """Eliminate from both ends, meet at m, build the vector from there."""
    forward = np.array(pivots(diag, off, E))
    backward = np.array(pivots(diag[::-1], off, E))[::-1]
    gamma = forward + backward - (np.array(diag) - E)
    if m is None:
        m = int(np.argmin(abs(gamma)))
    u = np.ones(len(diag))
    for i in range(m - 1, -1, -1):
        u[i] = -off * u[i + 1] / forward[i]
    for i in range(m + 1, len(diag)):
        u[i] = -off * u[i - 1] / backward[i]
    return u, gamma, m


def outward_solution(diag, off, E):
    """u at r_1 ... r_N and at the wall, from the difference equation."""
    u = [0.0, 1.0]
    for d in diag:
        u.append(-((d - E) * u[-1] + off * u[-2]) / off)
    return np.array(u[1:])


def sign_changes(u):
    return int(np.sum(np.signbit(u[1:]) != np.signbit(u[:-1])))


def dense(diag, off):
    n = len(diag)
    return np.diag(diag) + off * (np.eye(n, k=1) + np.eye(n, k=-1))


def infinite_grid_level(h, Z, n):
    return -(Z / n)**2 / (1 + math.sqrt(1 + (h * Z / n)**2))


rng = np.random.default_rng(7)

# Tests on small matrices against dense diagonalization
for l in (0, 1):
    r, v, diag, off = radial_matrix(0.1, 6.0, 1.0, l)
    n = len(diag)
    H = dense(diag, off)
    levels, vectors = np.linalg.eigh(H)
    low, high = min(v), -4 * off + max(v)
    assert low < levels[0] and levels[-1] < high
    for k in range(n):
        assert sign_changes(vectors[:, k]) == k
    for E in rng.uniform(low, high, 60):
        true_count = int(np.sum(levels < E))
        assert count_below(diag, off, E) == true_count
        assert sign_changes(outward_solution(diag, off, E)) == true_count

    E = 0.3
    q = np.array(pivots(diag, off, E))
    lower = np.eye(n) + np.diag(off / q[:-1], -1)
    assert np.allclose(lower @ np.diag(q) @ lower.T, H - E * np.eye(n),
                       rtol=0, atol=1e-8)
    # inertia is kept by an arbitrary invertible congruence
    S = rng.normal(size=(n, n))
    changed = np.linalg.eigvalsh(S @ (H - E * np.eye(n)) @ S.T)
    assert np.sum(changed < 0) == np.sum(levels < E)
    # slope of each pivot with energy
    u = outward_solution(diag, off, E)[:-1]
    step = 1e-6
    slope = (np.array(pivots(diag, off, E + step))
             - np.array(pivots(diag, off, E - step))) / (2 * step)
    assert np.allclose(slope, -np.cumsum(u**2) / u**2, rtol=1e-4)
    # two-sided elimination: inverse element, residual and node rule
    inverse_diagonal = np.diag(np.linalg.inv(H - E * np.eye(n)))
    for m in range(n):
        w, gamma, _ = two_sided_vector(diag, off, E, m)
        assert np.isclose(1 / gamma[m], inverse_diagonal[m],
                          rtol=1e-7, atol=1e-10)
        residual = H @ w - E * w
        residual[m] -= gamma[m]
        assert np.max(abs(residual)) < 1e-9 * np.max(abs(w)) * high
        assert sign_changes(w) == np.sum(levels < E) - int(gamma[m] < 0)

# Repeated zero pivots: zero diagonal, even and odd size
for n in (6, 7):
    exact = np.linalg.eigvalsh(dense([0.0] * n, -0.5))
    assert count_below([0.0] * n, -0.5, 0.0) == np.sum(exact < -1e-10)

# Hand-sized example
r, v, diag, off = radial_matrix(1.0, 5.0, 1.0, 0)
small_levels = np.linalg.eigvalsh(dense(diag, off))
print("Four-point matrix, Z = 1, h = 1 bohr")
print("diagonal (hartree):", np.round(diag, 4), " off-diagonal:", off)
print("eigenvalues (hartree):", np.round(small_levels, 4))
for E in (0.5, 0.0):
    count = count_below(diag, off, E)
    assert count == np.sum(small_levels < E)
    print(f"E = {E} hartree: pivots (hartree)",
          np.round(pivots(diag, off, E), 4), " count", count)
print("outward u at E = 0.5, r = 1..5 bohr (no unit):",
      np.round(outward_solution(diag, off, 0.5), 4))

# Coulomb well on long grids
Z, R, tol = 1.0, 120.0, 1e-12
print(f"Coulomb well: Z = {Z}, R = {R} bohr, tolerance {tol:.0e} hartree")
found = {}
for h in (0.1, 0.05):
    r, v, diag, off = radial_matrix(h, R, Z, 0)
    low, high = float(min(v)), float(-4 * off + max(v))
    print(f"h = {h} bohr: N = {len(diag)}, start interval "
          f"{low:.3f} to {high:.3f} hartree")
    for k in range(4):
        n = k + 1
        lo, hi, steps = bisect_level(diag, off, k, low, high, tol)
        assert steps == math.ceil(math.log2((high - low) / tol))
        E = 0.5 * (lo + hi)
        found[h, n] = E
        rounding = UNIT_ROUNDOFF * (max(abs(d - E) for d in diag)
                                    + 3 * abs(off))
        # 40-digit arithmetic certifies the bracket widened by the bound
        with mp.workdps(40):
            precise = [mp.mpf(d) for d in diag]
            below = mp.mpf(lo) - 2 * rounding
            above = mp.mpf(hi) + 2 * rounding
            assert count_below(precise, mp.mpf(off), below) == k
            assert count_below(precise, mp.mpf(off), above) == k + 1
        u, gamma, m = two_sided_vector(diag, off, E)
        bound = abs(gamma[m]) / np.linalg.norm(u)
        nodes = sign_changes(u)
        assert nodes == k and bound < 1e-10
        grid_level = infinite_grid_level(h, Z, n)
        assert abs(E - grid_level) < 1e-11
        error = E + Z**2 / (2 * n**2)
        assert abs(error / (h**2 * Z**4 / (8 * n**4)) - 1) < h**2
        print(f" n={n}: E = {E:.10f}, infinite grid {grid_level:.10f} hartree")
        print(f"   nodes {nodes}, minus continuum {error:.3e},"
              f" residual bound {bound:.0e} hartree")
        if h == 0.1 and n == 3:
            i = np.where(np.signbit(u[1:]) != np.signbit(u[:-1]))[0]
            node_r = r[i] + h * u[i] / (u[i] - u[i + 1])
            continuum = np.array([9 - 3 * 3**0.5, 9 + 3 * 3**0.5]) / (2 * Z)
            assert np.max(abs(node_r - continuum)) < h
            print("   node radii (bohr):", np.round(node_r, 3),
                  " continuum:", np.round(continuum, 3))
    print(f" halvings per level {steps}, rounding bound {rounding:.1e} hartree")

# Counts as a function of energy, and the node that enters at the wall
h = 0.1
print("Counts below E for h = 0.1 bohr")
matrices = [radial_matrix(h, R, Z, l) for l in (0, 1)]
for E in (-0.6, -0.3, -0.1, -0.04, 0.0):
    counts = []
    for _, _, diag, off in matrices:
        counts.append(count_below(diag, off, E))
        assert counts[-1] == np.sum(np.linalg.eigvalsh(dense(diag, off)) < E)
    print(f" E = {E:5.2f} hartree: l=0 count {counts[0]}, l=1 count {counts[1]}")

r, v, diag, off = matrices[0]
radii = []
print("Outermost node of the outward solution just above level n = 3")
for offset in (1e-3, 1e-6, 1e-9):
    q = np.array(pivots(diag, off, found[h, 3] + offset))
    assert np.sum(q < 0) == 3
    radii.append(r[np.where(q < 0)[0][-1]])
    print(f" E - E_3 = {offset:.0e} hartree: node just beyond {radii[-1]:.1f} bohr")
assert radii[0] < radii[1] < radii[2]

# Second-order convergence and extrapolation of the lowest level
ratio = (found[0.1, 1] + 0.5 * Z**2) / (found[0.05, 1] + 0.5 * Z**2)
extrapolated = (4 * found[0.05, 1] - found[0.1, 1]) / 3
assert abs(ratio - 4) < 0.05
assert abs(extrapolated + 0.5 * Z**2) < 1e-5
print(f"Error ratio on halving h, n = 1: {ratio:.4f}")
print(f"Extrapolated lowest level: {extrapolated:.8f} hartree"
      f" = {extrapolated * HARTREE_EV:.5f} eV")
print("OK")
```

Printed output:

```
Four-point matrix, Z = 1, h = 1 bohr
diagonal (hartree): [0.     0.5    0.6667 0.75  ]  off-diagonal: -0.5
eigenvalues (hartree): [-0.4066  0.1401  0.7841  1.399 ]
E = 0.5 hartree: pivots (hartree) [-0.5     0.5    -0.3333  1.    ]  count 2
E = 0.0 hartree: pivots (hartree) [0.       -inf 0.6667 0.375 ]  count 1
outward u at E = 0.5, r = 1..5 bohr (no unit): [ 1.     -1.     -1.      0.6667  1.3333]
Coulomb well: Z = 1.0, R = 120.0 bohr, tolerance 1e-12 hartree
h = 0.1 bohr: N = 1199, start interval -10.000 to 199.992 hartree
 n=1: E = -0.4987562112, infinite grid -0.4987562112 hartree
   nodes 0, minus continuum 1.244e-03, residual bound 1e-12 hartree
 n=2: E = -0.1249219725, infinite grid -0.1249219725 hartree
   nodes 1, minus continuum 7.803e-05, residual bound 2e-12 hartree
 n=3: E = -0.0555401320, infinite grid -0.0555401320 hartree
   nodes 2, minus continuum 1.542e-05, residual bound 2e-12 hartree
   node radii (bohr): [1.904 7.101]  continuum: [1.902 7.098]
 n=4: E = -0.0312451187, infinite grid -0.0312451187 hartree
   nodes 3, minus continuum 4.881e-06, residual bound 2e-12 hartree
 halvings per level 48, rounding bound 2.8e-14 hartree
h = 0.05 bohr: N = 2399, start interval -20.000 to 799.992 hartree
 n=1: E = -0.4996878900, infinite grid -0.4996878900 hartree
   nodes 0, minus continuum 3.121e-04, residual bound 1e-12 hartree
 n=2: E = -0.1249804749, infinite grid -0.1249804749 hartree
   nodes 1, minus continuum 1.953e-05, residual bound 7e-13 hartree
 n=3: E = -0.0555516981, infinite grid -0.0555516981 hartree
   nodes 2, minus continuum 3.857e-06, residual bound 3e-12 hartree
 n=4: E = -0.0312487794, infinite grid -0.0312487794 hartree
   nodes 3, minus continuum 1.221e-06, residual bound 1e-12 hartree
 halvings per level 50, rounding bound 1.1e-13 hartree
Counts below E for h = 0.1 bohr
 E = -0.60 hartree: l=0 count 0, l=1 count 0
 E = -0.30 hartree: l=0 count 1, l=1 count 0
 E = -0.10 hartree: l=0 count 2, l=1 count 1
 E = -0.04 hartree: l=0 count 3, l=1 count 2
 E =  0.00 hartree: l=0 count 9, l=1 count 8
Outermost node of the outward solution just above level n = 3
 E - E_3 = 1e-03 hartree: node just beyond 24.9 bohr
 E - E_3 = 1e-06 hartree: node just beyond 40.5 bohr
 E - E_3 = 1e-09 hartree: node just beyond 53.8 bohr
Error ratio on halving h, n = 1: 3.9851
Extrapolated lowest level: -0.49999845 hartree = -13.60565 eV
OK
```
